# Hartree-Fock band width of the electron gas, evaluated for sodium

## Problem

The conduction electrons of a simple metal are modelled as a uniform electron gas: $N$ electrons in a volume $V$, with a rigid, uniform positive background that makes the whole neutral. The gas is unpolarised, the temperature is zero, and $V\to\infty$ at fixed density. Each plane wave with wave number $k<k_F$ holds two electrons, one of each spin. The occupied band width is the highest minus the lowest occupied orbital energy. Hartree atomic units are used, so energies are in hartree and wave numbers in inverse bohr.

Without interaction the orbital energies are $k^2/2$ and the band width is $W_0=k_F^2/2$.

**(a)** Show that plane waves solve the Hartree-Fock equations of this system, and write the exchange part $\Sigma(k)$ of the orbital energy as an integral over the Fermi sphere.

**(b)** Reduce $\Sigma(k)$ to a single integral. Use it to show that the orbital energy rises with $k$, so that the assumed occupation is consistent and the band edges lie at $k=0$ and $k=k_F$.

**(c)** Show that at the same density the Hartree-Fock band is wider than the free-electron band by $k_F/\pi$.

**(d)** For sodium the free-electron width is about 3.2 eV. Find the Hartree-Fock width and judge the result.

## Solution

### (a) Plane waves and their exchange energy

The orbitals are $\varphi_{\mathbf k}(\mathbf r)=V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$, with periodic boundary conditions. Each has the uniform density $1/V$, so the total electron density is uniform too. Its electrostatic potential cancels that of the positive background. The kinetic energy and the exchange operator remain.

The exchange operator acts on an orbital through the occupied orbitals of the same spin:

$$
(\hat K\varphi_{\mathbf k})(\mathbf r)=-\sum_{q<k_F}\varphi_{\mathbf q}(\mathbf r)\int d^3r'\,\frac{\varphi_{\mathbf q}^*(\mathbf r')\,\varphi_{\mathbf k}(\mathbf r')}{|\mathbf r-\mathbf r'|}.
$$

The minus sign comes from the antisymmetry of the wave function. The sum runs over one spin, so each $\mathbf q$ is counted once.

Insert the plane waves and substitute $\mathbf r'=\mathbf r+\mathbf s$. With $\mathbf p=\mathbf k-\mathbf q$ the integral becomes

$$
\frac1V\,e^{i\mathbf p\cdot\mathbf r}\int d^3s\,\frac{e^{i\mathbf p\cdot\mathbf s}}{s}.
$$

The remaining integral is made convergent by a factor $e^{-\lambda s}$, and $\lambda$ is sent to zero at the end. The average of $e^{i\mathbf p\cdot\mathbf s}$ over the directions of $\mathbf s$ is $\sin(ps)/(ps)$, so

$$
\int d^3s\,\frac{e^{i\mathbf p\cdot\mathbf s}}{s}e^{-\lambda s}
=\frac{4\pi}{p}\int_0^\infty ds\,\sin(ps)\,e^{-\lambda s}
=\frac{4\pi}{p}\,\frac{p}{p^2+\lambda^2}\;\longrightarrow\;\frac{4\pi}{p^2}.
$$

The factor $e^{i(\mathbf k-\mathbf q)\cdot\mathbf r}$ multiplies $\varphi_{\mathbf q}(\mathbf r)$ and turns it into $\varphi_{\mathbf k}(\mathbf r)$. The result is a number times the original orbital:

$$
\hat K\varphi_{\mathbf k}=\Sigma(k)\,\varphi_{\mathbf k},\qquad
\Sigma(k)=-\frac1V\sum_{q<k_F}\frac{4\pi}{|\mathbf k-\mathbf q|^2}.
$$

The plane wave is therefore an eigenfunction, with orbital energy $\varepsilon(k)=k^2/2+\Sigma(k)$. In a large volume the allowed wave vectors have density $V/(2\pi)^3$, and the sum becomes

$$
\Sigma(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{|\mathbf k-\mathbf q|^2}.
$$

The integrand diverges at $\mathbf q=\mathbf k$, but the volume element around that point vanishes as the square of the distance, so the integral is finite. The single term $\mathbf q=\mathbf k$ of the sum needs separate attention, because $4\pi/p^2$ is infinite at $p=0$. With the convergence factor kept, this term has the size $4\pi/(V\lambda^2)$. It drops out when $V\to\infty$ is taken first and $\lambda\to0$ afterwards.

### (b) One integral, and the order of the levels

Measure the integration variable from the point $\mathbf k$: $\mathbf q=\mathbf k+p\,\mathbf n$, where $\mathbf n$ is a unit vector and $p\ge0$. The volume element is $p^2\,dp\,d\Omega$, and its factor $p^2$ cancels the $1/p^2$ of the interaction. For each direction the integral over $p$ then gives the length $\ell(\mathbf n)$ of the part of the ray that lies inside the Fermi sphere:

$$
\Sigma(k)=-\frac{4\pi}{(2\pi)^3}\int d\Omega\,\ell(\mathbf n)=-\frac{1}{2\pi^2}\int d\Omega\,\ell(\mathbf n).
$$

Two opposite rays form a full line through $\mathbf k$, and together they cover the chord $c(\mathbf n)=\ell(\mathbf n)+\ell(-\mathbf n)$ that the sphere cuts from this line. Since $\mathbf n$ and $-\mathbf n$ both occur in the integral, $\int d\Omega\,\ell=\tfrac12\int d\Omega\,c$.

Let $\mu$ be the cosine of the angle between $\mathbf n$ and $\mathbf k$. The line meets the surface of the sphere where

$$
k^2+2kp\mu+p^2=k_F^2,\qquad\text{so}\qquad p=-k\mu\pm\sqrt{k_F^2-k^2(1-\mu^2)} .
$$

Here $p$ may have either sign, because the whole line is considered. The chord is the difference of the two roots, $c=2\sqrt{k_F^2-k^2(1-\mu^2)}$. With $d\Omega=2\pi\,d\mu$ after integration over the azimuth,

$$
\Sigma(k)=-\frac{1}{2\pi^2}\cdot\frac12\cdot2\pi\int d\mu\;2\sqrt{k_F^2-k^2(1-\mu^2)}
=-\frac1\pi\int d\mu\,\sqrt{k_F^2-k^2(1-\mu^2)} .
$$

The integral covers all $\mu$ between $-1$ and $1$ for which the line meets the sphere. The integrand is even in $\mu$, so the positive half can be taken twice:

$$
\Sigma(k)=-\frac2\pi\int_{\mu_0}^{1}d\mu\,\sqrt{k_F^2-k^2(1-\mu^2)} .
$$

For $k\le k_F$ every line through $\mathbf k$ meets the sphere and $\mu_0=0$. For $k>k_F$ the root must be real, which requires $\mu\ge\mu_0=\sqrt{1-k_F^2/k^2}$.

The order of the levels can now be read off. At any fixed $\mu<1$ the square root decreases when $k$ grows. Outside the sphere the range of $\mu$ shrinks as well. The integral therefore decreases with $k$, and $\Sigma(k)$, which carries a minus sign, rises. The kinetic energy $k^2/2$ rises too, and so does their sum $\varepsilon(k)$.

Two conclusions follow. All levels with $k<k_F$ lie below all levels with $k>k_F$, so filling the lowest levels reproduces the Fermi sphere from which the exchange operator was built. The solution is self-consistent. This does not exclude other Hartree-Fock solutions, with a non-uniform density or spin density, which are not considered here. Secondly, the bottom of the occupied band is at $k=0$ and its top at $k=k_F$.

### (c) The widening

At $k=0$ the square root equals $k_F$ for every $\mu$:

$$
\Sigma(0)=-\frac2\pi\int_0^1 d\mu\,k_F=-\frac{2k_F}{\pi}.
$$

At $k=k_F$ it equals $\sqrt{k_F^2\mu^2}=k_F\mu$:

$$
\Sigma(k_F)=-\frac2\pi\int_0^1 d\mu\,k_F\,\mu=-\frac{k_F}{\pi}.
$$

The Hartree-Fock width is

$$
W_{HF}=\varepsilon(k_F)-\varepsilon(0)=\left(\frac{k_F^2}{2}-\frac{k_F}{\pi}\right)-\left(-\frac{2k_F}{\pi}\right)=\frac{k_F^2}{2}+\frac{k_F}{\pi}.
$$

The density fixes $k_F$, so at the same density the free-electron width is $W_0=k_F^2/2$, and the difference is $k_F/\pi$, as was to be shown.

Exchange lowers every occupied level, but it lowers the bottom of the band twice as much as the top. The geometry shows why. An electron at the centre of the Fermi sphere has occupied states at all distances up to $k_F$ in every direction. For an electron on the surface, half of all directions lead straight out of the sphere and contribute nothing. In the other half, $\mu<0$, the roots found in (b) give a ray of length $2k_F|\mu|$. Its average over this hemisphere is $k_F$, the length of every ray from the centre. The integral over all directions is therefore half as large.

Relative to the free-electron width,

$$
\frac{W_{HF}}{W_0}=1+\frac{k_F/\pi}{k_F^2/2}=1+\frac{2}{\pi k_F}.
$$

At high density ($k_F\to\infty$) the ratio tends to 1: the widening grows as $k_F$, but the kinetic width grows as $k_F^2$. At low density the exchange term dominates. The two contributions are equal at $k_F=2/\pi\approx0.64$ inverse bohr.

### (d) Sodium

The given width of 3.2 eV is $3.2/27.2114=0.1176$ hartree. From $W_0=k_F^2/2$,

$$
k_F=\sqrt{2\times0.1176}=0.485\ \text{bohr}^{-1}.
$$

To express this as a density, count the states in the Fermi sphere with two spins: $n=2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3=k_F^3/(3\pi^2)$. The radius $r_s$ of a sphere that holds one electron on average obeys $\frac{4\pi}{3}r_s^3=1/n$. Hence $r_s=(9\pi/4)^{1/3}/k_F=3.96$ bohr.

The widening and the total width are

$$
\frac{k_F}{\pi}=\frac{0.4850}{\pi}=0.1544\ \text{hartree}=4.2\ \text{eV},
$$

$$
W_{HF}=0.1176+0.1544=0.2720\ \text{hartree}=7.4\ \text{eV}.
$$

The input has two figures. A free-electron width of 3.15 eV would give 7.32 eV, and one of 3.25 eV would give 7.48 eV, so the result is 7.4 eV with an uncertainty of about 0.1 eV from the input.

The orbital energies, in hartree, show where the widening arises:

| $k/k_F$ | kinetic | exchange | total |
|---|---|---|---|
| 0 | 0.0000 | −0.3087 | −0.3087 |
| 0.5 | 0.0294 | −0.2816 | −0.2522 |
| 1 | 0.1176 | −0.1544 | −0.0368 |

The exchange energy rises by 0.027 hartree over the inner half of the range of $k$ and by 0.127 hartree over the outer half. About four fifths of the widening thus builds up between $k_F/2$ and $k_F$.

The Hartree-Fock band is 2.3 times as wide as the free-electron band. Sodium has $k_F$ below 0.64 inverse bohr, so the exchange correction is larger than the width it corrects. Photoemission measurements put the occupied band width of sodium between about 2.5 and 3 eV, somewhat below the free-electron value and far below 7.4 eV. Hartree-Fock, which adds exchange to the free-electron model, makes the agreement much worse.

The model leaves out the crystal potential and electron correlation. One part of correlation is screening: the other electrons rearrange and weaken the interaction at long distance. Its effect on the widening can be seen by replacing $4\pi/p^2$ with the screened form $4\pi/(p^2+\kappa^2)$, where $1/\kappa$ is the screening length. If $\kappa$ is much larger than $k_F$, then $p^2$, which is at most $(2k_F)^2$ between occupied states, can be neglected. The interaction becomes the constant $4\pi/\kappa^2$, the exchange integral no longer depends on $k$, and all occupied levels shift by the same amount. The widening then vanishes at this order.

This is a limiting case and not a calculation for sodium, where $\kappa$ need not be large compared with $k_F$. It does show that the widening depends on the range of the interaction: it is $k_F/\pi$ for the unscreened interaction of Hartree-Fock theory, and it vanishes when the range is short compared with $1/k_F$. How much remains for an intermediate screening length is not computed here. Both limits leave the width at or above the free-electron value. Screening the exchange in this static way can remove the excess of Hartree-Fock theory, but it does not account for a measured width below 3.2 eV, which needs effects beyond this model. The comparison with the measured width shows that the 7.4 eV, obtained from the Hartree-Fock approximation applied to the uniform gas, should not be used as a prediction for the metal.

The numerical check checks the chord integral against the original integral over the Fermi sphere and against a calculation in real space, and it checks the width by scanning the occupied levels at several densities.

## Computed results

```
Hartree energy: 27.2114 eV
free-electron width (input): 3.20 eV
free-electron width: 0.1176 hartree
Fermi wave number kF: 0.4850 1/bohr
density parameter rs: 3.957 bohr
orbital energies in hartree:
  k/kF = 0.0: kinetic 0.0000, exchange -0.3087, total -0.3087
  k/kF = 0.5: kinetic 0.0294, exchange -0.2816, total -0.2522
  k/kF = 1.0: kinetic 0.1176, exchange -0.1544, total -0.0368
widening kF/pi: 0.1544 hartree
widening kF/pi: 4.20 eV
Hartree-Fock width: 0.2720 hartree
Hartree-Fock width: 7.40 eV
Hartree-Fock width / free width: 2.313
Hartree-Fock width if free width is 3.15 eV: 7.32 eV
Hartree-Fock width if free width is 3.25 eV: 7.48 eV
largest deviation, chords vs shells: 2.8e-16 hartree
largest deviation, chords vs real space: 5.1e-06 hartree
largest deviation, scanned width vs formula: 8.9e-16 hartree
```
